# Lifetime Loss from a Ten Percent Stress Rise in Subcritical Cracking

## Problem

A glass panel in a chip package carries a steady tensile stress and has a long, shallow crack in one face, like a scratch, at right angles to the stress. The stress is too low to break the panel at once, but in humid air the crack grows slowly until the panel fails. This is subcritical crack growth. Suppose that the lifetime \(t_f\) varies with the stress \(\sigma\) as

\[
t_f=C\,\sigma^{-n},\qquad n=20,
\]

where \(C\) does not depend on stress. Two panels have the same starting crack, temperature and humidity. One carries \(\sigma\) from the start, the other \(1.1\sigma\).

(a) What fraction of the lifetime is left at the higher stress?

(b) Derive the power law from the growth of the crack, and find the condition under which it holds.

(c) Find both lifetimes for \(\sigma=45\) MPa and a starting crack length \(a_i=10\ \mu\text{m}\).

(d) What stress increase halves the lifetime, and what does a ten percent decrease gain?

For (b) and (c), take the crack speed to be

\[
\frac{da}{dt}=v_0\left(\frac{K}{K_c}\right)^{n},\qquad K=Y\sigma\sqrt a,\qquad Y=1.12\sqrt{\pi}.
\]

Here \(a\) is the crack length, measured from the face into the thickness, and \(K\) the stress intensity, which measures how strongly the crack tip is loaded. In cross-section this is an edge crack, and the value of \(Y\) is that of an edge crack much shorter than the panel is thick. Fast fracture begins when \(K\) reaches the toughness \(K_c=0.75\ \text{MPa}\sqrt{\text{m}}\). The prefactor \(v_0=3\times10^{-3}\) m/s is the power law extrapolated to \(K=K_c\). These are rough typical values for a silicate glass in humid air at room temperature.

## First estimate by scaling

**The ratio.** Let the stress rise by a fraction \(\delta=0.1\), and let \(R\) be the fraction of the lifetime that is left. Taking the logarithm of the power law gives \(\ln R=-n\ln(1+\delta)\). For small \(\delta\), \(\ln(1+\delta)\approx\delta\), so

\[
R\approx e^{-n\delta}=e^{-2}\approx0.135 .
\]

The estimate must stay in exponential form. The linear version, \(R\approx1-n\delta=-1\), is meaningless: \(\delta\) is small, but \(n\delta=2\) is not.

**The lifetime.** At fixed stress \(K\propto\sqrt a\), so the speed varies as \(a^{n/2}=a^{10}\). It grows by a factor \(e\) when \(\ln a\) grows by \(2/n=0.1\), that is, when the crack lengthens by about a tenth. Each further lengthening by the same factor takes less than half the time of the one before, so the lifetime should be of the order of the time needed for the first one at the starting speed \(v_i\):

\[
t_f\sim\frac{2}{n}\,\frac{a_i}{v_i}.
\]

To evaluate this, first find the starting stress intensity:

\[
K_i=1.12\times45\ \text{MPa}\times\sqrt{\pi\times10^{-5}\ \text{m}}=0.2825\ \text{MPa}\sqrt{\text{m}} .
\]

As a fraction of the toughness this is

\[
s\equiv\frac{K_i}{K_c}=\frac{0.2825}{0.75}=0.3767 .
\]

The starting speed is \(v_i=v_0s^{20}=9.91\times10^{-12}\) m/s, and the estimate becomes

\[
t_f\sim0.1\times\frac{10^{-5}\ \text{m}}{9.91\times10^{-12}\ \text{m/s}}\approx1.0\times10^{5}\ \text{s}\approx28\ \text{h}.
\]

## Exact solution

### (a) The fraction left

Divide the lifetime at \(1.1\sigma\) by the lifetime at \(\sigma\). Both \(C\) and \(\sigma\) cancel:

\[
R=\frac{C(1.1\sigma)^{-20}}{C\sigma^{-20}}=\frac{1}{1.1^{20}} .
\]

The power follows by repeated squaring:

\[
1.1^2=1.21,\quad 1.1^4=1.4641,\quad 1.1^8=2.14359,\quad 1.1^{16}=4.59497 .
\]

Since \(20=16+4\),

\[
1.1^{20}=4.59497\times1.4641=6.7275,\qquad R=\frac1{6.7275}=0.1486 .
\]

About 15 percent of the original lifetime is left, and 85 percent is lost. The absolute stress does not enter, as long as the power law holds at both stresses.

### (b) Where the power law comes from

At constant stress, \(K/K_i=\sqrt{a/a_i}\). The growth law can therefore be written with the starting speed:

\[
\frac{da}{dt}=v_0\left(\frac{K_i}{K_c}\right)^n\left(\frac{K}{K_i}\right)^n
=v_i\left(\frac{a}{a_i}\right)^{n/2},\qquad v_i=v_0s^n .
\]

Put \(x=a/a_i\), so that \(da=a_i\,dx\), and separate the variables:

\[
dt=\frac{a_i}{v_i}\,x^{-n/2}\,dx .
\]

The crack starts at \(x=1\). Slow growth ends at \(x_c\), where \(K=K_c\). Since \(K/K_c=s\sqrt x\), this means \(s\sqrt{x_c}=1\), or \(x_c=s^{-2}\). For \(n>2\) the integral is

\[
t_f=\frac{a_i}{v_i}\int_1^{x_c}x^{-n/2}dx
=\frac{a_i}{v_i}\,\frac{2}{n-2}\left[1-x_c^{-(n-2)/2}\right].
\]

Inserting \(x_c=s^{-2}\) and \(v_i=v_0s^n\) gives

\[
t_f=\frac{2a_i}{(n-2)v_0}\,s^{-n}\left[1-s^{\,n-2}\right].
\]

Because \(s\) is proportional to \(\sigma\), the factor \(s^{-n}\) is the assumed law \(\sigma^{-n}\). The bracket is a correction for the finite length at which the panel breaks. The power law therefore holds when

\[
s^{\,n-2}\ll1
\]

at both stresses. With \(n=20\) this condition is mild. At \(s=0.3767\), \(s^{18}=2.3\times10^{-8}\).

### A second case: stress close to the immediate strength

The correction matters when the panel is loaded near the stress that would break it at once, which is 119.5 MPa for this crack. Raising the stress by a factor 1.1 changes \(s\) to \(1.1s\), so the full ratio is

\[
R=1.1^{-n}\,\frac{1-(1.1s)^{n-2}}{1-s^{\,n-2}},\qquad 1.1s<1 .
\]

For \(s=0.8\), the two powers are \(0.8^{18}=0.018\) and \(0.88^{18}=0.100\). Then

\[
R=0.1486\times\frac{0.900}{0.982}=0.136 .
\]

The fraction left is smaller than \(1.1^{-20}\), because the higher stress also shortens the distance the crack can grow before fracture. As \(1.1s\) approaches 1, \(R\) goes to zero: the more heavily loaded panel breaks on loading.

This case shows how the end point enters the power law. It is not a forecast for glass in humid air. At \(s=0.8\) the two lives would be only 0.032 s and 0.0043 s, and at such crack speeds the supply of water to the tip limits growth. The ratio then depends on how the growth is limited, and the value 0.136 no longer applies.

### (c) The two lifetimes

At 45 MPa the bracket can be set to one, and

\[
t_f=\frac{2}{18}\times\frac{10^{-5}\ \text{m}}{9.908\times10^{-12}\ \text{m/s}}
=1.12\times10^{5}\ \text{s}\approx31\ \text{h}.
\]

At 49.5 MPa the lifetime is \(31.15\ \text{h}\times0.1486=4.6\) h. Direct numerical integration of \(da/v\) at the two stresses, where \(v=da/dt\), also gives a ratio of 0.1486.

The crack breaks the panel when its length reaches \(a_i/s^2=70.5\ \mu\text{m}\), but it spends little time at such lengths. To see this, stop the integral at a general \(x\) and drop the small term \(s^{n-2}\):

\[
\frac{t}{t_f}=1-x^{-(n-2)/2}
\quad\Longrightarrow\quad
\frac{a}{a_i}=\left(1-\frac{t}{t_f}\right)^{-2/(n-2)} .
\]

After 90 percent of the lifetime, \(a/a_i=0.1^{-1/9}=1.29\). The crack has grown from 10 to 12.9 μm, and the remaining growth to 70.5 μm takes the last tenth of the life. This is why the toughness, which fixes the end point, hardly affects the ratio at low stress.

### (d) Stress margins

If a stress factor \(f\) halves the lifetime, then \(f^{-20}=1/2\), so

\[
f=2^{1/20}=1.035 .
\]

A stress increase of 3.5 percent costs half the life. In the other direction, a ten percent decrease multiplies the lifetime by \(0.9^{-20}=8.2\), provided that the same speed law still holds at the lower stress.

### Other crack shapes and delamination

The exponent does not depend on the edge-crack formula, as long as \(K\) is proportional to the stress. Let \(K=\sigma g(a)\), where \(g\) is a positive function set by the geometry. Let the life end at a length \(a_c\), either where \(K\) first reaches \(K_c\) or at a fixed length. Then

\[
t_f=\int_{a_i}^{a_c}\frac{da}{v_0(\sigma g/K_c)^n}
=\frac{K_c^n}{v_0\,\sigma^n}\int_{a_i}^{a_c}\frac{da}{g(a)^n}.
\]

The stress comes out as \(\sigma^{-n}\). It can remain in the integral only through the end point \(a_c\), which has little effect if most of the time is spent well before it.

A delaminating film gives a simple special case. Suppose that the stress intensity at the front of the debond is proportional to the film stress and does not change as the debond lengthens. Then \(g\) is constant and the front moves at constant speed. The time to cross a fixed distance \(L\) is \(L/v\propto\sigma^{-n}\), with no end-point correction while \(K<K_c\). The ratio is again \(1.1^{-20}\) if the interface has \(n=20\); another interface may have another exponent.

## Comparison of the estimate and the exact result

The scaling estimate of the ratio was 0.135, against 0.1486. It is 9 percent too low, relative to the exact value. The cause is the replacement of \(\ln1.1=0.0953\) by 0.1. The error in the logarithm is only 0.0047, but the exponent multiplies it by 20, to 0.094, and \(e^{-0.094}=0.91\). The estimate is low for any positive \(\delta\), because \(\ln(1+\delta)<\delta\).

The scaling estimate of the lifetime was 28 h, against 31 h. It has the factor \(2/n\) where the integral gives \(2/(n-2)\), so their ratio is \((n-2)/n=0.9\). The missing part is the time spent after the first tenth of growth, less what is saved because the crack already speeds up during that tenth.

## What the 15 percent means for a real panel

The number 0.1486 is arithmetic for the stated law. As a forecast for a real panel it depends on further assumptions. The stress and material values here are plausible for packaging glass, but a life of 31 h is far shorter than a product needs. The example describes a panel in damp air whose steady stress is too high for its crack. The estimates below keep the other parameters at their example values.

**Exponent.** For \(n=16\) the fraction left is 0.22, and for \(n=25\) it is 0.092. The exponent has to be known for the actual material and surroundings before the 15 percent can be used.

**Which stress rises.** The \(\sigma\) in the law is the total stress at the crack. Suppose that the 45 MPa consists of a 55 MPa load and a fixed residual compression of 10 MPa. A ten percent rise in the load gives \(60.5-10=50.5\) MPa, which is a 12 percent rise in the total. The fraction left is then 0.10. A fixed residual tension would act the other way, since the total would rise by less than ten percent.

**Residual stress of a scratch.** A real scratch, unless annealed or etched, is also wedged open by the deformed zone that made it. A common model is \(K=\chi/\sqrt a+Y\sigma\sqrt a\), which is not proportional to \(\sigma\). If the first term supplies 10, 30 or 50 percent of the same starting \(K\) at 10 μm, a ten percent rise in \(\sigma\) leaves 0.17, 0.24 or 0.31 of the life. For a fresh scratch the crack spends its life near the minimum of \(K\), at \(a_m=\chi/(Y\sigma)\) with \(K_{min}=2\sqrt{\chi Y\sigma}\). Then \(t_f\propto a_m/K_{min}^{\,n}\propto\sigma^{-(n/2+1)}\), and the fraction left is \(1.1^{-11}=0.35\). The 15 percent applies to a crack free of such a field.

**Growth threshold.** Some glasses show little or no growth below a certain \(K\). Take a rough threshold \(K_{th}=0.25\ \text{MPa}\sqrt{\text{m}}\), and as a simple model subtract the speed at \(K_{th}\) from the power law. The lifetime at 45 MPa rises to 32.5 h and the ratio falls to 0.143. The ratio falls because the subtraction removes a larger fraction of the speed at the lower stress, and so lengthens that life more.

The starting \(K\) is not far above this threshold. It would equal \(K_{th}\) at \(45\times0.25/0.2825\approx40\) MPa, and the ten percent decrease in (d) leads to 40.5 MPa. With the subtraction model the gain there is about 13 instead of 8.2. Both numbers depend on the shape assumed near the threshold. A sharp cutoff at \(K_{th}\) leaves the ratio at 0.1486 and the gain at 8.2, while multiplying the power law by \(1-(K_{th}/K)^2\) gives a ratio of 0.10 and a gain of about 27.

**Form of the speed law.** Measurements over a limited range of speed may fit an exponential about as well as a power. Take \(v=v_i\exp[n(K/K_i-1)]\), with \(K_i\) fixed at its 45 MPa value. This law has the same speed and the same logarithmic slope, \(d\ln v/d\ln K=n\), at the start. The slope is \(nK/K_i\), which increases with \(K\), so the lifetime is more sensitive to a rise in stress, and the ratio becomes 0.12. For a large decrease the slope falls and the law is less sensitive: at \(0.9\sigma\) both laws gain about 8.2, but at \(0.7\sigma\) the exponential gains about 590 against 1250 for the power law.

**Temperature.** With a rough activation energy of 0.8 eV, an unchanged \(n\) and the same relative humidity at the glass, a panel 10 K warmer than room temperature has its life divided by 2.75. If both panels are equally warm, the ratio stays the same. If only the more heavily stressed panel is warmer, the fraction left drops to \(0.1486/2.75=0.054\). In the same room air, however, the relative humidity at a warmer panel is lower, which slows the growth and works against this effect.

**Starting crack.** Two real panels do not have identical flaws. From (b), \(t_f\propto a_is^{-n}\), and \(s\propto\sqrt{a_i}\) at fixed stress, so \(t_f\propto a_i^{1-n/2}=a_i^{-9}\). A crack ten percent longer leaves \(1/(2.14359\times1.1)=0.42\) of the life at the same stress. Differences in flaw size can therefore hide the effect of stress when single panels are compared.

**Small effects.** Two other omissions hardly affect the ratio at 45 and 49.5 MPa. At high speed the supply of water to the crack tip can limit growth. With a rough limit of \(10^{-4}\) m/s, this adds at most about 0.6 s to the life at 45 MPa, which is the time needed to cover the 60.5 μm to fracture at that speed. A panel thickness of 0.5 mm, in place of a very thick panel, alters \(Y\) only slightly while the crack is short. The program uses a fitted shape factor for this case, and the small change in lifetime that it prints has no meaning, because an error of only half a percent in \(Y\) shifts the lifetime by about ten percent. Using 1.1215 in place of the rounded 1.12 already gives 30.3 h, and another common fit for the 0.5 mm panel gives about 26 h, so the 31 h is good only to some 10 to 20 percent for such a panel. The ratio is safe from such errors, since the shape factor is the same at both stresses. At these two stresses, neither the speed limit nor the finite thickness changes the ratio at the precision used here. The numerical output lists these values together with the others.

## Table of computed values

```
INPUTS (rough typical silicate glass, humid air)
exponent n: 20
toughness Kc: 0.75 MPa sqrt(m)
speed prefactor v0: 3.0e-03 m/s
starting flaw: 10.0 um
stresses: 45.0 and 49.5 MPa
PLAIN RATIO
1.1 to the power 2: 1.21000
1.1 to the power 4: 1.46410
1.1 to the power 8: 2.14359
1.1 to the power 16: 4.59497
1.1 to the power 20: 6.72750
lifetime fraction left: 0.14864
lifetime lost: 85.1 percent
ln 1.1: 0.09531
small-change estimate exp(-2): 0.1353
WORKED EXAMPLE
starting K: 0.2825 MPa sqrt(m)
s = starting K / Kc: 0.3767
inert strength: 119.5 MPa
starting crack speed: 9.908e-12 m/s
critical length at lower stress: 70.5 um
lifetime at lower stress: 31.15 h
lifetime at higher stress: 4.63 h
ratio from integrated lifetimes: 0.14864
crack length at 90 percent of life / start: 1.2915
stress factor that halves life: 1.0353
life factor for 10 percent lower stress: 8.23
NEGLECTED EFFECTS
end-point term s^18: 2.33e-08
ratio when s = 0.8: 0.1362
panel thickness: 0.5 mm
finite panel, lifetime: 31.17 h
finite panel, ratio: 0.14864
speed plateau: 1.0e-04 m/s
plateau, extra lifetime: 0.60 s
plateau, ratio: 0.14865
threshold K: 0.25 MPa sqrt(m)
threshold, lifetime: 32.51 h
threshold, ratio: 0.1433
exponential speed law, lifetime: 29.44 h
exponential speed law, ratio: 0.1225
ratio for n = 16: 0.2176
ratio for n = 25: 0.0923
residual stress: -10.0 MPa
load before and after: 55.0 and 60.5 MPa
total stress after load rise: 50.5 MPa
residual stress, ratio: 0.0996
activation energy: 0.8 eV
temperatures: 298.15 and 308.15 K
life divided by, if 10 K warmer: 2.75
```
